# Why Smooth Spline Bases Have Boundary Outliers, and How to Remove Them

Q: I diagonalised a particle in a box with smooth B-splines on an open knot vector. Most of the spectrum looks sensible, but a few energies at the top stand far above the rest. What should I compare them with?

A: With the spectrum of the same splines when there are no ends. Let the box be $0\le x\le L$, with $H=-\tfrac12 d^2/dx^2$ in atomic units and $u(0)=u(L)=0$. There are $N$ equal elements of width $h=L/N$. The splines have degree $p\ge2$ and continuous derivatives up to order $p-1$. From here I measure $x$ in units of $h$ and write $E=\varepsilon/(2h^2)$. The Galerkin equation is then

$$\int u'v'\,dx=\varepsilon\int uv\,dx\quad\text{for every }v\text{ in the spline space.}$$

Away from the ends, all basis functions are shifts of one B-spline $B(x)$, the convolution of $p+1$ unit boxes. Each box has Fourier transform $(1-e^{-ik})/(ik)$, so

$$\hat B(k)=\left(\frac{1-e^{-ik}}{ik}\right)^{p+1}.$$

Take coefficients $e^{ij\theta}$. By Poisson summation,

$$\sum_j e^{ij\theta}B(x-j)=\sum_r\hat B(k_r)e^{ik_rx},\qquad k_r=\theta+2\pi r,$$

with $r$ running over all integers. Because $e^{-ik_r}=e^{-i\theta}$, the numerator of $\hat B$ is the same for every $r$. Apart from a constant, the function is

$$F_\theta(x)=\sum_r k_r^{-(p+1)}e^{ik_rx}.$$

Different $\theta$ contain different wave numbers, so neither integral couples them. There is one spline for each $\theta$, and its eigenvalue is its Rayleigh quotient:

$$\Lambda(\theta)=\frac{\int|F_\theta'|^2}{\int|F_\theta|^2}=\frac{\sum_r k_r^{-2p}}{\sum_r k_r^{-2p-2}}.$$

For small $\theta$ the $r=0$ terms dominate and $\Lambda\to\theta^2$, the free-particle value. I evaluated the sums at 150 angles up to $\pi$ for $p=2$ to 6, and $\Lambda$ rose throughout. I therefore take $\Lambda(\pi)$ as the band top for these degrees, a numerical finding and not a proof. It is 10.000 for $p=2$ and 9.882 for $p=3$, approaching $\pi^2=9.870$ for higher $p$. Energies above it are the outliers.

Q: My box does have ends. Can any spline calculation in a box give just this band?

A: Yes, if the ends can be hidden by reflection. Extend $u$ as an odd function through $x=0$ and $x=N$, with period $2N$. Under odd reflection, the left and right limits of the $q$th derivative at an end are related by

$$u^{(q)}(0^-)=(-1)^{q+1}u^{(q)}(0^+).$$

For odd $q$ they agree. For even $q$ they have opposite signs and agree only if both vanish. The extension is therefore a spline of full smoothness if and only if

$$u^{(q)}=0\ \text{ at both ends, for every even } q\le p-1 .$$

Call the splines that satisfy this the reduced space. They are the odd splines on a ring of $2N$ elements. The ring allows $\theta=n\pi/N$, and the odd part of $F_\theta$ is proportional to

$$s_n(x)=\sum_r k_r^{-(p+1)}\sin k_rx .$$

These functions are the eigenfunctions, with eigenvalues $\Lambda(n\pi/N)$. For odd functions, integrals over the ring are twice those over the box, so the quotient is unchanged.

The values $n=1,\dots,N-1$ always occur. At $n=N$ the wave numbers come in pairs $\pm k$. The two terms $k^{-(p+1)}\sin kx$ add for even $p$ and cancel for odd $p$. The reduced space thus has dimension $N$ for even $p$ and $N-1$ for odd $p$, and none of its eigenvalues exceeds the band top.

Q: How many functions does my ordinary basis have beyond these?

A: Count the polynomial coefficients. There are $N(p+1)$, and each of the $N-1$ interior knots imposes $p$ continuity conditions:

$$N(p+1)-(N-1)p=N+p .$$

The two conditions $u=0$ leave $N+p-2$. Subtracting the reduced dimension gives $p-1$ for odd $p$ and $p-2$ for even $p$, or in one formula

$$m=2\left\lfloor\frac{p-1}{2}\right\rfloor .$$

For $p=2$ we have $m=0$: the two spaces coincide and there are no outliers. For $p=3$ and 4, $m=2$; for $p=5$ and 6, $m=4$.

This also limits the number of outliers. Suppose $m+1$ eigenvalues lay above $\Lambda(\pi)$. Their eigenfunctions would span $m+1$ dimensions, while the reduced space is defined by only $m$ further linear conditions. Some nonzero combination would lie in the reduced space and have a Rayleigh quotient above $\Lambda(\pi)$, which is impossible. So there are at most $m$.

Q: That is an upper limit. Why could the extra functions not produce ordinary energies inside the band?

A: Because the low-energy part of the space is already taken. Consider the splines $v$ with $v=0$ at the ends that are energy-orthogonal to the reduced space, $\int v's'\,dx=0$ for all reduced $s$. They form a space of dimension $m$. I shall show that each has a Rayleigh quotient of at least $\pi^2$.

Expand $v$ in sines and group the wave numbers into the classes $k_r=\theta+2\pi r$. In the classes $\theta=0$ and $\theta=\pi$, every sine that occurs has $|k|\ge\pi$, so nothing needs proof. For $0<\theta<\pi$, let $v_r$ be the amplitude of $\sin k_rx$. Orthogonality to $s_n$ reads

$$\sum_r k_r^2\,k_r^{-(p+1)}v_r=\sum_r b_rv_r=0,\qquad b_r=k_r^{1-p}.$$

Only $r=0$ has $|k_r|<\pi$. Solve for its amplitude, $v_0=-\sum_{r\ne0}b_rv_r/b_0$, and apply the Cauchy–Schwarz inequality:

$$v_0^2\le\frac1{b_0^2}\left[\sum_{r\ne0}\frac{b_r^2}{k_r^2-\pi^2}\right]\left[\sum_{r\ne0}(k_r^2-\pi^2)v_r^2\right].$$

Since $|k_r|>\theta$ for $r\ne0$, we have $b_r^2\le b_0^2$. The first bracket divided by $b_0^2$ is therefore at most $\sum_{r\ne0}1/(k_r^2-\pi^2)$. To evaluate this, write

$$\frac1{k_r^2-\pi^2}=\frac1{2\pi}\left[\frac1{k_r-\pi}-\frac1{k_r+\pi}\right],\qquad k_r+\pi=k_{r+1}-\pi .$$

Neighbouring terms cancel, so the sum over all $r$ is zero. Moving the $r=0$ term across gives $\sum_{r\ne0}1/(k_r^2-\pi^2)=1/(\pi^2-\theta^2)$. Hence

$$(\pi^2-\theta^2)v_0^2\le\sum_{r\ne0}(k_r^2-\pi^2)v_r^2
\;\Longrightarrow\;\sum_rk_r^2v_r^2\ge\pi^2\sum_rv_r^2 .$$

Adding the classes proves the claim. By the max-min principle, an $m$-dimensional space whose quotients are all at least $\pi^2$ forces at least $m$ eigenvalues to be at least $\pi^2$.

In physical terms, the reduced splines already describe the long waves. What remains must be built mainly from waves shorter than two elements, and these cost kinetic energy.

Q: But your band top is slightly above $\pi^2$. Could the extra energies hide in that gap?

A: The general proof does not exclude it. A trial function at one end does, for $p=3$. With $(a)_+=\max(a,0)$, take

$$w=2(3-x)_+^3-14(2-x)_+^3+58(1-x)_+^3 .$$

This is a cubic spline occupying three elements, and $w(0)=54-112+58=0$. Let $y$ run from 0 to 1 towards the wall in each element. From the element farthest from the wall to the one touching it, $w$ is

$$2y^3,\quad 2+6y+6y^2-12y^3,\quad 2-18y-30y^2+46y^3 .$$

Squaring and integrating term by term gives

$$\int w^2=0.5714+16.9714+43.0857=60.6286 .$$

The derivatives with respect to $y$ are $6y^2$, $6+12y-36y^2$ and $-18-60y+138y^2$, so

$$\int w'^2=7.2+55.2+616.8=679.2 .$$

The quotient is $679.2/60.6286=11.20$, above 9.882. Its mirror image does the same at the other end. For $N\ge6$ the two do not overlap, so every combination has quotient 11.20, and two eigenvalues must be at least that large. With the upper limit, there are exactly two outliers.

For $p=4$, 5 and 6, I diagonalised the matrices restricted to the first few splines at one end. One, five and four splines, respectively, give one, two and two eigenvalues above the band top. Together with their mirror images they account for all $m$ outliers, in any uniform box long enough to keep the two groups apart.

Q: Why do the full eigenfunctions stay near the walls?

A: In the interior the coefficients $c_j$ obey a recurrence with constant coefficients. Its basic solutions are $c_j=z^j$. A wave of constant size has $z=e^{i\theta}$ with real $\theta$ and requires $\varepsilon=\Lambda(\theta)\le\Lambda(\pi)$. Above the band top no such solution exists: every interior solution grows or decays, so a state can be large only near an end.

The tail that joins the band at its top has $\theta=\pi+i\kappa$, hence

$$c_j\propto(-1)^je^{-\kappa j},\qquad \Lambda(\pi+i\kappa)=\varepsilon .$$

This energy is real, because $k_r$ and $k_{-1-r}=-k_r^*$ give complex-conjugate terms in both sums. For a quadratic maximum,

$$\Lambda(\pi+i\kappa)\approx\Lambda(\pi)+\tfrac12|\Lambda''(\pi)|\kappa^2 ,$$

so an outlier close to the band would reach far into the box. An outlier resembles a surface state of a crystal, but the crystal here is the mesh.

I diagonalised a box with $N=60$ and $p=3$. Both outliers have $\varepsilon=14.556$. They agree to five decimals because the two ends barely communicate. For $p=3$ the equation above is a cubic in $\cosh\kappa$ and has three positive roots $\kappa$ at this energy. All three decaying solutions contribute near the wall, but the smallest root, $\kappa=0.4224$, decays most slowly. Far from the wall, successive coefficients should therefore have the ratio $-e^{-\kappa}=-0.6555$. The eigenvector, some ten elements from the wall, gives $-0.6555$.

The ten elements at each end together hold 0.9998 of an outlier's norm. For the highest band state they hold 0.051. That is less than the third of the box they occupy, because its alternating coefficients have approximately the envelope $\sin(\pi x/N)$. For this envelope the fraction is

$$2\left[\frac16-\frac{\sin(\pi/3)}{2\pi}\right]=0.058 .$$

Q: So should I blame the open knot vector?

A: No. Repeated knots at the ends only choose a convenient basis. Uniform knots continued beyond the box, with their B-splines cut off at the walls, span the same $N+p$ dimensional space. With the same $u=0$ conditions, they gave the same $p=3$ spectrum to about $10^{-14}$ in $\varepsilon$. The cause is the freedom left in the even derivatives at the ends.

Q: How do I remove that freedom in an existing code?

A: Put the required end derivatives of all basis functions in the rows of a matrix $C$, so that the conditions are $Cc=0$. Let the columns of $Z$ span the solutions, and write $c=Za$. With Hamiltonian matrix $\mathbf H$ and overlap $\mathbf M$, solve

$$Z^{T}\mathbf HZ\,a=E\,Z^{T}\mathbf MZ\,a .$$

For $p=3$ or 4, add $u''=0$ at each end. For $p=5$ or 6, add $u''=0$ and $u''''=0$. For $N=60$ the outliers removed are:

| $p$ | Number | Lowest $\varepsilon$ | Highest $\varepsilon$ |
|---|---|---|---|
| 3 | 2 | 14.56 | 14.56 |
| 4 | 2 | 24.49 | 24.49 |
| 5 | 4 | 12.07 | 39.30 |
| 6 | 4 | 16.31 | 59.50 |

Take $h=0.25$ bohr, so that $1/(2h^2)=8$ hartree. For $p=5$ the highest energy is $8\times39.296=314.37$ hartree before removal and 78.46 hartree after it, a factor of 4.01.

Q: What if I impose only $u''=0$ for $p=5$?

A: Two outliers remain. The four original ones span four dimensions, and two conditions leave at least two dimensions with quotients above the band. The result is also only two conditions away from the reduced space, so at most two can survive. Diagonalisation gives two. The conditions on $u''''$ remove them.

Q: Do I pay for this with worse low energies?

A: Hardly, in the empty box. The true states $\sin(n\pi x/L)$ have vanishing even derivatives at both ends, so the conditions exclude none of them. A smaller variational space cannot lower an eigenvalue, but the rise can be very small. For $p=5$ and $n=15$, $\theta=\pi/4$. The nearest other wave numbers are $-7\theta$ and $9\theta$, and expanding $\Lambda$ gives

$$\frac{\Lambda}{\theta^2}-1\approx7^{-10}+9^{-10}-7^{-12}-9^{-12}=3.75\times10^{-9}.$$

Diagonalisation gives a relative error of $3.753\times10^{-9}$ in the reduced space and $3.704\times10^{-9}$ in the full space, both relative to the true energy.

Q: My real problem has a potential. Do the same conditions hold?

A: Not all of them. I return to $x$ in bohr. Let $V$ be smooth up to the wall and write $u''=gu$ with $g=2(V-E)$. Since $u=0$ at the wall, $u''=0$ there. Differentiating twice more,

$$u''''=g''u+2g'u'+gu''=2g'u'=4V'u'\quad\text{at the wall.}$$

If $V'\ne0$, setting $u''''=0$ excludes the true state. The correct condition for $p=5$ or 6 is

$$u''''-4V'u'=0 .$$

It is linear and does not contain $E$, so it fits into the same matrix $C$.

The damage from the wrong condition can be estimated. A fixed error in $u''''$, confined to a layer of width $h$, means an error of order $h^4$ in $u$ and $h^3$ in $u'$. The energy error is quadratic in the slope error and is integrated over the layer, which gives $h^6\times h=h^7$. The usual interior error is of order $h^{2p}=h^{10}$ for $p=5$.

Q: Does that difference show in numbers?

A: I took $V=Fx$ with $F=1$ hartree/bohr, $L=10$ bohr and $p=5$. The far wall has negligible effect on the ground state, whose energy follows from the first zero $a_1$ of the Airy function: $E=|a_1|(F^2/2)^{1/3}=1.855757$ hartree. The errors relative to this value, in hartree, are:

| Added conditions | $N=20$ | $N=40$ |
|---|---|---|
| none | $1.9\times10^{-8}$ | $1.8\times10^{-11}$ |
| $u''=u''''=0$ | $1.6\times10^{-5}$ | $8.4\times10^{-8}$ |
| corrected | $1.2\times10^{-6}$ | $4.6\times10^{-10}$ |

Halving $h$ gives observed orders of 10.1, 7.6 and 11.3. The first two are near the estimates, though two meshes do not establish an asymptotic order.

The correction reduces the error at $N=40$ by a factor of about 180, but it does not match the unrestricted basis, which is still about 25 times more accurate. A possible reason is the next even derivative, which is also nonzero here. The same layer estimate gives it an error of order $h^{5+5+1}=h^{11}$, close to the observed 11.3. I regard this as a conjecture.

Q: Are the outliers still gone with the corrected condition?

A: In this calculation, yes. At $N=40$ the highest energy is 324.2 hartree without added conditions and 83.8 hartree with either set. For the plain conditions there is a bound: the kinetic energy cannot exceed the band top, 78.96 hartree, and $V$ cannot exceed 10 hartree, so no energy exceeds 88.96 hartree. The corrected space is slightly different, so there the result is numerical. It is plausible because, for a function varying over one element, $4V'u'$ is smaller than $u''''$ by a factor of order $V'h^3$.

Q: Where should I stop trusting the recipe?

A: The sampled-band spectrum was derived for equal elements, zero potential and $u=0$ at both ends. On a graded mesh, reflection still identifies the smooth odd extensions, but there is no single band. A potential that is singular at the wall, such as a Coulomb potential at the nucleus, needs conditions from its own expansion there.

With a smooth potential, $p=7$ or 8 also needs a condition on the sixth derivative. Differentiating $gu$ four times and using $u=u''=0$ gives

$$u^{(6)}=4g'''u'+4g'u'''+gu''''.$$

Here $u''''=2g'u'$ and $gu'=u'''$ at the wall, so the last term is $2g'u'''$ and

$$u^{(6)}=6g'u'''+4g'''u'=12V'u'''+8V'''u' .$$

The energy has again dropped out. I have derived this condition but not tried it numerically. If the low states are all you need and the high energies do no harm, the unrestricted basis is the safer choice: in the linear potential it was the most accurate of the three.
